# Why Hartree-Fock virtual orbitals of neutral atoms lack a Coulomb tail

## A LUMO energy that drifts to zero

In a cc-pVTZ basis, the Hartree-Fock LUMO of helium lies at 0.637 hartree, or 17.3 eV. After eight diffuse s and p shells have been added, each with exponents one third of the previous ones, it lies at 0.000041 hartree, or 0.0011 eV. Its root-mean-square radius has meanwhile grown from 2.3 to 176 bohr. The occupied level shows no such behaviour: in the largest basis it is $-0.9178$ hartree, against $-0.9180$ from a radial solution without Gaussians.

The cause is in the Fock operator. An occupied orbital of a neutral atom sees the other $N-1$ electrons, whereas a virtual orbital sees all $N$. The virtual orbital therefore has no attractive $-1/r$ tail to hold it. In helium no virtual level is found to be bound, and the LUMO follows the edge of the continuum.

Hartree atomic units are used, with real orbitals, non-relativistic kinetic energy and a fixed point nucleus.

## Counting the electrons

For a closed-shell atom the Fock operator is

$$
F=h+\sum_j^{\rm occ}(2J_j-K_j),\qquad h=-\tfrac12\nabla^2-\frac{Z}{r},
$$

where $j$ runs over doubly occupied spatial orbitals. The Coulomb and exchange operators act on a function $f$ as

$$
(J_jf)(\mathbf r)=f(\mathbf r)\int\frac{\phi_j(\mathbf r')^2}{|\mathbf r-\mathbf r'|}d^3r',\qquad
(K_jf)(\mathbf r)=\phi_j(\mathbf r)\int\frac{\phi_j(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.
$$

Setting $f=\phi_j$ makes the two expressions equal, so $K_j\phi_j=J_j\phi_j$. An occupied orbital thus loses one of its direct terms, namely its repulsion with itself. In helium, with one occupied orbital $\phi_1$,

$$
F\phi_1=(h+2J-K)\phi_1=(h+J)\phi_1=\varepsilon_1\phi_1 .
$$

This is the equation of an electron that sees one other electron.

A virtual orbital $\phi_a$ does not occur in the sum over $j$, so no term cancels. Its energy is

$$
\varepsilon_a=h_{aa}+2J_{1a}-K_{1a},
$$

where $J_{1a}$ and $K_{1a}$ are the expectation values of $J$ and $K$ in $\phi_a$. To see what this energy means, place a third electron, with spin up, in $\phi_a$ and leave the 1s orbital unchanged. The new electron contributes $h_{aa}$, repulsion $J_{1a}$ with each 1s electron, and exchange $-K_{1a}$ with the one of equal spin. The sum is $\varepsilon_a$, so

$$
\varepsilon_a=E(1s^2a)-E(1s^2)\quad\text{(frozen orbitals)}.
$$

The virtual level describes an electron added to the neutral atom, and such an electron does meet $N$ others.

## What is left of the potential

Let $u_1(r)$ be the radial 1s function, normalized by $\int_0^\infty u_1^2\,dr=1$. Charge inside radius $r$ acts as if it sat at the nucleus, and a shell at $r'>r$ gives the constant potential $1/r'$. Hence

$$
J(r)=\frac1r\int_0^r u_1^2\,dr'+\int_r^\infty\frac{u_1^2}{r'}dr'
=\frac1r-\int_r^\infty u_1^2\left(\frac1r-\frac1{r'}\right)dr',
$$

where the second form uses $\int_0^r u_1^2\,dr'=1-\int_r^\infty u_1^2\,dr'$. Call the last integral $q(r)$. The direct potentials for a virtual and for the occupied orbital are

$$
V_N=-\frac2r+2J=-2q(r),\qquad V_{N-1}=-\frac2r+J=-\frac1r-q(r).
$$

Far out, $-\tfrac12u_1''\approx\varepsilon_1u_1$, so $u_1$ falls as $e^{-\kappa r}$, apart from powers of $r$, with $\kappa=\sqrt{-2\varepsilon_1}=1.35$ bohr$^{-1}$. The integral $q$ falls as $u_1^2$, again apart from powers. At $r=5$ bohr the computed $rV_N$ is $-7\times10^{-6}$, while $rV_{N-1}$ is $-1.000004$. One orbital sees a neutral object and the other a unit positive charge.

The exchange term remains, and it cannot supply the missing tail because $K\phi_a$ carries the factor $\phi_1(\mathbf r)$, which falls as $e^{-\kappa r}$, faster than a virtual orbital lying above it in energy. The ratio $K\phi_a/\phi_a$ therefore dies off exponentially, whereas for the occupied orbital itself the factor cancels and $K\phi_1/\phi_1=J\to1/r$. For an s virtual, orthogonality to $\phi_1$ also removes the monopole of the product $\phi_1\phi_a$. For a p virtual with radial function $u_p$, the $l=1$ term of the multipole expansion, with its angular factor $1/3$, gives at large $r$

$$
(Ku_p)(r)\to\frac{u_1(r)}{3r^2}\int_0^\infty r'u_1(r')u_p(r')\,dr' .
$$

At 10 bohr the computed field multiplying $u_1$ agrees with this dipole form to 0.03 %. For the lowest p virtual in a sphere of 80 bohr, $|Ku_p/u_p|$ is there $9\times10^{-9}$ hartree, whereas a Coulomb tail would give 0.1 hartree.

The same count for a closed-shell ion gives a direct tail $-(Z-N)/r$ for virtual orbitals. A singly charged cation therefore does bind a Rydberg series of virtual levels; the argument for a missing $-1/r$ tail applies to neutral systems. That the remaining potential is short ranged has been shown here only for a closed-shell atom. A polar molecule keeps a $1/r^2$ dipole tail, which can bind a virtual orbital: for LiH the LUMO settles near $-0.007$ hartree once diffuse shells are added.

## Is anything bound without the tail?

A $-1/r$ tail guarantees infinitely many bound levels. A trial function spread over a shell of size and distance $s$ has kinetic energy of order $1/s^2$ and potential energy of order $-1/s$, so its energy is negative once $s$ is large. Infinitely many such shells fit outside one another. Without the tail this argument fails, but a short-range well may still bind a few levels if it is deep enough. The absence of bound virtuals has to be checked for each atom.

For helium the check was made by solving the Hartree-Fock problem inside a hard sphere of radius $R$. Outside the atom, a zero-energy s solution is a straight line, $u\propto r-a$. The computed scattering length is $a=1.48$ bohr. At a small positive energy $\varepsilon=k^2/2$ the outer solution is, to leading order in $ka$, $\sin k(r-a)$. The wall requires it to vanish at $R$, and the lowest such level has $k(R-a)=\pi$:

$$
\varepsilon\approx\frac12\left(\frac{\pi}{R-a}\right)^2 .
$$

For $R=40$ bohr this is $\tfrac12(\pi/38.52)^2=0.003326$ hartree, equal to the computed level to all digits shown. At 80 bohr the level has dropped to 0.000800 hartree. It behaves as a free electron in a slightly smaller sphere.

A very weakly bound s level, too extended for the sphere, would also have left a trace. Its outer function $e^{-\gamma r}\approx1-\gamma r$ is proportional to $r-1/\gamma$, which would make $a\approx1/\gamma$ large. The value found is small. The p and d channels have no negative level in any of the spheres used. This is numerical evidence that the Fock operator of helium binds no virtual orbital; it is not a proof.

## How a Gaussian basis produces the drift

For a fixed Fock operator with one level below zero, the variational principle for the second eigenvalue forbids a finite basis from placing it below the continuum edge. In a self-consistent calculation the operator changes with the basis, so the bound carries over only when the 1s orbital is well described, as it is in the bases used here. The LUMO energy is then positive or zero, and in a sufficiently diffuse basis its value approaches the energy of a free electron confined by that basis.

When the diffuse exponents keep a fixed ratio, as here, the smallest one, $\alpha$, sets the length scale of that confinement; the energy also depends on how the exponents are spaced. Stretching all lengths by $\sqrt3$ turns $e^{-\alpha r^2}$ into $e^{-\alpha r^2/3}$ and divides the kinetic energy by 3. One more diffuse shell does nearly this to the lowest free-electron state, because the tight functions hardly matter to it. In the table, "free" is the lowest kinetic energy in the same basis with the atom removed, and the last column is explained in the next section. Energies are in hartree and radii in bohr.

| Added shells | LUMO | Free | LUMO radius | $N-1$ level |
|---:|---:|---:|---:|---:|
| 0 | 0.6366 | 0.2768 | 2.3 | 0.0409 |
| 1 | 0.1448 | 0.0895 | 4.1 | −0.1801 |
| 2 | 0.0387 | 0.0296 | 7.0 | −0.1897 |
| 4 | 0.00357 | 0.00328 | 20 | −0.1897 |
| 8 | 0.000041 | 0.000040 | 176 | −0.1897 |

The LUMO approaches the free-electron energy. It lies 8.9 % above it with four added shells and 0.9 % above it with eight. The sphere shows why the excess shrinks. For $R\gg a$,

$$
\frac12\left(\frac{\pi}{R-a}\right)^2\approx\frac{\pi^2}{2R^2}\left(1+\frac{2a}{R}\right),
$$

so the relative shift caused by the atom falls as $1/R$. In the Gaussian basis the confining length scales as $\alpha^{-1/2}$. Four more shells divide $\alpha$ by 81 and should divide the relative shift by about 9, close to the reduction found. The last added shell divides the LUMO energy by 3.02.

Functions tighter than any already in the basis do not have this effect. Two such s shells, with 3 and 9 times the largest exponent, added to cc-pVTZ lower the LUMO by $7\times10^{-5}$ hartree, whereas the first diffuse s and p shells lower it by 0.49 hartree.

## Restoring the tail

If the electron count is the cause, removing one direct term should bring bound levels back. The operator

$$
F-J=h+J-K,
$$

used in the space orthogonal to $\phi_1$, has the direct potential $V_{N-1}$. Its lowest level is the last column of the table. In cc-pVTZ without added shells this orbital is poorly described, and the level lies at $+0.0409$ hartree, far above its converged value. The positive sign belongs to this particular basis and is not a rule for every basis without diffuse functions. From two added shells onward it stays at $-0.1897$ hartree; the radial solution gives $-0.1899$. This is a bound 2s-like orbital. In spheres of 20, 40 and 80 bohr the same operator has 3, 4 and 7 negative virtual s levels, as expected for a Rydberg series that gains members as space is provided. The full Fock operator has none in each case.

The operator also has a direct meaning. Consider the triplet determinant with spin-up electrons in $\phi_1$ and in a normalized orbital $\phi_a$ orthogonal to it. With the 1s orbital frozen,

$$
\begin{aligned}
E(1s\,a)-E(1s^2)&=(h_{11}+h_{aa}+J_{1a}-K_{1a})-(2h_{11}+J_{11})\\
&=(h_{aa}+J_{1a}-K_{1a})-(h_{11}+J_{11})\\
&=\langle a|F-J|a\rangle-\varepsilon_1 .
\end{aligned}
$$

Minimizing over normalized $\phi_a$ orthogonal to $\phi_1$ gives the lowest eigenvalue of $F-J$ restricted to that space. The restriction matters, because $(F-J)\phi_1=h\phi_1$, so $\phi_1$ is not an eigenfunction of $F-J$. The excitation energy at this level of theory is $-0.1897+0.9178=0.7281$ hartree, or 19.8 eV; the radial values give 0.7280 hartree, so the last digit is not converged in this basis. The HOMO-LUMO gap with four added shells is $0.0036+0.9178=0.9214$ hartree. It is larger by 0.193 hartree. For one and the same orbital, $\langle a|F|a\rangle-\langle a|F-J|a\rangle=J_{1a}$, the attraction between the excited electron and the hole it left, which the gap omits. Here the two energies belong to different orbitals, so 0.193 is not a single $J_{1a}$. It is the sum of the binding energy 0.1897 that the hole potential gives the 2s-like orbital and the 0.0036 by which the LUMO lies above the continuum edge in this basis. As the basis grows, the gap tends to $-\varepsilon_1$, the frozen-orbital ionization energy.

## What to do in practice

- **Test a positive LUMO energy before interpreting it.** Add diffuse shells one at a time; in helium the first divides the energy by 4.4 and only the later ones approach the factor 3. If the energy eventually falls by the ratio of the exponents while the orbital swells, the level is a piece of the continuum, and its energy at any one basis is a property of the basis. This concerns the lowest root only. In a system with a shape resonance the compact orbital can survive higher up while diffuse roots pass below it: in N$_2$ the LUMO drifts toward zero, but a root that keeps most of the $\pi_g$ character stays near 0.15 hartree. Follow the character of the orbital, not only its place in the list.
- **Do not cure the drift by leaving diffuse functions out.** For helium, where no virtual level was found to be bound, the value in a compact basis is not converged and depends on the basis: in cc-pVTZ it is 0.64 hartree above the limit.
- **For excited states, include the hole.** Use an $N-1$ electron potential, or a method that contains the electron-hole term $-J$. The operator $F-J=h+J-K$ derived above belongs to the triplet. In the singlet $1s\,a$ configuration the exchange term has the opposite sign, $h_{11}+h_{aa}+J_{1a}+K_{1a}$, so the operator becomes $h+J+K=F-J+2K$ and the level lies higher. For an extended state such as the helium 1s2s triplet, diffuse functions are then needed, and the result converges with them.
- **For electron attachment, read the limit with care.** A LUMO energy tending to zero says that the frozen atom does not hold the extra electron in this mean-field model. Orbital relaxation and correlation are absent from that statement, so for other systems it does not settle whether an anion exists.

The numerical check below includes explicit determinant energies for both the attached and the excited electron.

## Calculated quantities

```
Radial HF total energy (Ha): -2.861680
Radial HF 1s energy (Ha): -0.917956
r (bohr); r*V with N electrons; r*V with N-1 (Ha bohr)
  1  -2.122e-01  -1.106125
  2  -1.720e-02  -1.008600
  5  -7.042e-06  -1.000004
 10  -1.426e-11  -1.000000
Exchange field/dipole form, p, r=10 bohr: 0.999656
|K u/u| for p virtual at r=10 bohr (Ha): 8.78e-09
Scattering length a (bohr): 1.4824
R (bohr); s virtual (Ha); box formula (Ha);
  bound s virtuals with N; with N-1 electrons
 20  0.014378  0.014391  0  3
 40  0.003326  0.003326  0  4
 80  0.000800  0.000800  0  7
Radial 2s level, N-1 electrons (Ha): -0.189949
Added shells; smallest s exponent (bohr^-2); LUMO (Ha);
  free electron (Ha); LUMO rms radius (bohr); N-1 level (Ha)
0  2.089e-01  0.636643  0.276802  2.28  0.040916
1  6.963e-02  0.144814  0.089464  4.12  -0.180104
2  2.321e-02  0.038702  0.029582  6.95  -0.189701
3  7.737e-03  0.011442  0.009840  11.72  -0.189726
4  2.579e-03  0.003571  0.003278  19.96  -0.189735
5  8.597e-04  0.001147  0.001092  34.21  -0.189737
6  2.866e-04  0.000375  0.000364  58.89  -0.189738
7  9.552e-05  0.000123  0.000121  101.63  -0.189738
8  3.184e-05  0.000041  0.000040  175.67  -0.189738
Gaussian HF total energy, 8 added (Ha): -2.861187
Gaussian HF 1s energy, 8 added (Ha): -0.917831
LUMO/free-electron energy, 4 added: 1.0894
LUMO/free-electron energy, 8 added: 1.0093
LUMO ratio, 7 added over 8 added: 3.0206
LUMO shift from two tight s shells (Ha): -7.09e-05
LUMO, no added shells (eV): 17.324
LUMO, 8 added shells (eV): 0.001111
Frozen attachment energy, 4 added (Ha): 0.003571
LUMO energy, 4 added (Ha): 0.003571
HOMO-LUMO gap, 4 added (Ha): 0.921403
Frozen triplet excitation, 4 added (Ha): 0.728097
Frozen triplet excitation, 4 added (eV): 19.813
```
